# How Tension Changes the Flexural Heat Capacity of a Suspended Sheet

A monolayer channel suspended over a cavity and clamped around its rim can be under tension. At a few kelvin its stored heat lies mostly in flexural vibrations, in which the sheet moves out of its plane. A thermal model of the device needs their heat capacity, and two power laws offer themselves: linear in temperature for a slack sheet, quadratic for a stretched drumhead. This appendix derives both from one dispersion relation, gives the function that joins them, and locates the crossover.

## Energy and dispersion

Let \(h(x,y,t)\) be the height of a flat crystalline sheet with areal mass density \(\rho\), bending rigidity \(\kappa\), in-plane Young modulus \(Y\) (force per length) and Poisson ratio \(\nu\). The sheet is isotropic in its plane and carries a uniform biaxial strain \(\varepsilon\). A slope lengthens line elements, so the strain becomes
\[
u_{ij}=\varepsilon\,\delta_{ij}+\tfrac12\,\partial_i h\,\partial_j h .
\]
In-plane displacements add their own gradients. With clamped edges their linear term integrates to zero, and their coupling to the slope is cubic in the displacements, so the harmonic approximation drops it.

The elastic energy per area is \(\tfrac12\lambda(\mathrm{tr}\,u)^2+\mu\,u_{ij}u_{ij}\), with
\[
\lambda=\frac{Y\nu}{1-\nu^2},\qquad \mu=\frac{Y}{2(1+\nu)} .
\]
Here
\[
\mathrm{tr}\,u=2\varepsilon+\tfrac12|\nabla h|^2,\qquad
u_{ij}u_{ij}=2\varepsilon^2+\varepsilon|\nabla h|^2+\tfrac14|\nabla h|^4 .
\]
The terms quadratic in \(h\) are \(\lambda\varepsilon|\nabla h|^2\) from the first part and \(\mu\varepsilon|\nabla h|^2\) from the second. Their sum is \(\tfrac12\tau|\nabla h|^2\), where
\[
\tau=2(\lambda+\mu)\varepsilon=\frac{Y\varepsilon}{1-\nu},
\qquad
\lambda+\mu=\frac{2Y\nu+Y(1-\nu)}{2(1-\nu^2)}=\frac{Y}{2(1-\nu)} .
\]
This \(\tau\) is the tension, a force per length.

Bending costs \(\tfrac12\kappa(\nabla^2h)^2\) per area. A Gaussian-curvature term would be proportional to
\[
h_{xx}h_{yy}-h_{xy}^2=\partial_x(h_xh_{yy})-\partial_y(h_xh_{xy}),
\]
a total derivative, so it does not enter the equation of motion inside the sheet. The Lagrangian is therefore
\[
L=\int\left[\tfrac12\rho\,\dot h^2-\tfrac12\kappa(\nabla^2h)^2-\tfrac12\tau|\nabla h|^2\right]dx\,dy .
\]
In its variation, two integrations by parts on the bending term keep its sign, and one on the tension term reverses it:
\[
\rho\,\ddot h=-\kappa\nabla^4h+\tau\nabla^2h .
\]
For a plane wave, \(\nabla^2\to-q^2\) and \(\partial_t^2\to-\omega^2\), hence
\[
\rho\,\omega^2=\kappa q^4+\tau q^2 .
\]

The two terms are equal at \(q_c=\sqrt{\tau/\kappa}\). For \(q\gg q_c\) bending dominates and \(\omega\simeq\sqrt{\kappa/\rho}\,q^2\). For \(q\ll q_c\) tension dominates and \(\omega\simeq vq\) with \(v=\sqrt{\tau/\rho}\). However small a positive tension is, it makes the modes of an infinite sheet linear at long enough wavelength. If \(\tau<0\), then \(\omega^2<0\) for \(q<\sqrt{|\tau|/\kappa}\): a large compressed sheet buckles, and nothing below applies to it.

## Density of modes

A large sheet has \(q^2/4\pi\) flexural modes per area with wave number below \(q\). To count by frequency, solve \(\kappa s^2+\tau s-\rho\omega^2=0\) for \(s=q^2\), taking the positive root:
\[
q^2=\frac{-\tau+\sqrt{\tau^2+4\kappa\rho\omega^2}}{2\kappa},
\qquad
\frac{d(q^2)}{d\omega}=\frac{1}{2\kappa}\,\frac{4\kappa\rho\omega}{\sqrt{\tau^2+4\kappa\rho\omega^2}} .
\]
The density of modes per area is thus
\[
g(\omega)=\frac1{4\pi}\frac{d(q^2)}{d\omega}=\frac{\rho\,\omega}{2\pi\sqrt{\tau^2+4\kappa\rho\omega^2}} .
\]
It is constant at high frequency, as for a slack plate, and proportional to \(\omega\) at low frequency. Tension stiffens the soft modes and so removes states from the bottom of the spectrum.

## Heat capacity

With \(x=\hbar\omega/k_BT\), each mode has thermal energy \(\hbar\omega/(e^x-1)\). Its temperature derivative at fixed \(\omega\), that is at fixed \(\tau\), is \(k_B w(x)\) with
\[
w(x)=\frac{x^2e^x}{(e^x-1)^2}=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\]
The second form is the better one to code, with \(w(0)=1\) set explicitly.

Define
\[
T^*=\frac{\hbar\tau}{k_B\sqrt{\kappa\rho}},\qquad t=\frac{T}{T^*} .
\]
Since \(\sqrt{\kappa\rho}\,\omega/\tau=\hbar\omega/k_BT^*=xt\), the density of modes becomes
\[
g=\frac{1}{4\pi}\sqrt{\frac{\rho}{\kappa}}\;\frac{2xt}{\sqrt{1+4x^2t^2}} .
\]
Substituting \(d\omega=(k_BT/\hbar)\,dx\) in \(C=k_B\int g\,w\,d\omega\) gives the heat capacity per area,
\[
C=\frac{k_B^2T}{4\pi\hbar}\sqrt{\frac{\rho}{\kappa}}\;F(t),
\qquad
F(t)=\int_0^\infty w(x)\,\frac{2xt}{\sqrt{1+4x^2t^2}}\,dx .
\]
The infinite upper limit assumes that \(k_BT\) is far below the top of the flexural band.

Both limits need the integrals \(I_p=\int_0^\infty x^pe^x/(e^x-1)^2\,dx\) for integer \(p\ge2\). Because \(e^x/(e^x-1)^2\) is the derivative of \(-1/(e^x-1)\), and the boundary terms vanish,
\[
I_p=p\int_0^\infty\frac{x^{p-1}}{e^x-1}dx
=p\sum_{n=1}^\infty\int_0^\infty x^{p-1}e^{-nx}dx=p!\,\zeta(p) .
\]

**High temperature, \(T\gg T^*\).** The fraction in \(F\) tends to 1, so \(F\to I_2=\pi^2/3\) and
\[
C\simeq\frac{\pi}{12}\frac{k_B^2T}{\hbar}\sqrt{\frac{\rho}{\kappa}} .
\]
At \(\tau=0\) this law holds at all temperatures within the harmonic continuum model.

**Low temperature, \(T\ll T^*\).** The fraction tends to \(2xt\), so \(F\to2tI_3=12\zeta(3)t\). Inserting \(1/T^*=k_B\sqrt{\kappa\rho}/(\hbar\tau)\) cancels the bending rigidity:
\[
C\simeq\frac{3\zeta(3)}{\pi}\,\frac{k_B^3T^2\rho}{\hbar^2\tau}
=\frac{3\zeta(3)}{\pi}\,\frac{k_B^3T^2}{\hbar^2v^2} .
\]

Equating the two limiting forms of \(F\) gives the temperature where the laws meet:
\[
T_\times=\frac{\pi^2}{36\,\zeta(3)}\,T^*=0.2281\,\frac{\hbar\tau}{k_B\sqrt{\kappa\rho}} .
\]

## How fast the limits are reached

At low temperature, expand \((1+4x^2t^2)^{-1/2}=1-2x^2t^2+\dots\). Then
\[
F\simeq2t\,(I_3-2t^2I_5)=12\zeta(3)\,t\left[1-\frac{40\,\zeta(5)}{\zeta(3)}t^2\right] .
\]

At high temperature, write the shortfall of \(F\) and substitute \(u=2xt\):
\[
\frac{\pi^2}{3}-F=\frac1{2t}\int_0^\infty w\!\left(\frac{u}{2t}\right)\left[1-\frac{u}{\sqrt{1+u^2}}\right]du .
\]
The bracket falls as \(1/(2u^2)\), so the integral converges even with \(w\) replaced by its limit 1. It then equals \(\left[u-\sqrt{1+u^2}\right]_0^\infty=1\), and \(F\simeq\pi^2/3-1/(2t)\). In the heat capacity this is a constant deficit:
\[
C\simeq\frac{\pi}{12}\frac{k_B^2T}{\hbar}\sqrt{\frac{\rho}{\kappa}}-\frac{k_B\tau}{8\pi\kappa} .
\]
The deficit does not contain \(\hbar\), yet it is a quantum effect. At high frequency \(q^2\simeq\sqrt{\rho/\kappa}\,\omega-\tau/2\kappa\), so tension removes \(\tau/8\pi\kappa\) modes per area from below a given frequency, and each would have held \(k_B\). It moves them up to frequencies where they are frozen out. In a crystal, whose band has a top, the deficit vanishes once the whole band is thermally excited, as classical equipartition requires. Relative to \(C\), the deficit fades only as \(1/T\), which makes the upper side of the crossover slow.

## The tension must act in both directions

Let the principal tensions be \(\tau_x\) and \(\tau_y\), so that \(\rho\omega^2=\kappa q^4+\tau_xq_x^2+\tau_yq_y^2\). If both are positive, the bending term can be dropped at low enough temperature. Put \(\bar\tau=\sqrt{\tau_x\tau_y}\), \(q_x=p_x\sqrt{\bar\tau/\tau_x}\) and \(q_y=p_y\sqrt{\bar\tau/\tau_y}\). Then \(\rho\omega^2=\bar\tau p^2\), and the area element is unchanged because \(\bar\tau^2/(\tau_x\tau_y)=1\). The quadratic law holds with \(\tau\) replaced by \(\bar\tau\).

If \(\tau_y=0\), waves running along \(y\) stay soft. Set \(q_x=Ta\) and \(q_y=T^{1/2}b\):
\[
\rho\omega^2=T^2(\tau_xa^2+\kappa b^4)+O(T^3) .
\]
At leading order \(\omega/T\) depends on \(a\) and \(b\) alone, while \(dq_x\,dq_y=T^{3/2}\,da\,db\). Hence \(C\propto T^{3/2}\), not \(T^2\). Direct integration over both wave-vector components deep in this regime gives an exponent of 1.500. A strip pulled between two contacts with free sides is close to this case, but only in a window of temperature. For a 1 µm square with \(\tau_x=2.0\) N/m and the stiffness and density of the example below, a sum over modes gives an exponent of 1.55 at 0.05 K, 1.50 at 0.1 K, 1.43 at 0.3 K and 1.29 at 1 K; the finite length raises it on the cold side and bending lowers it on the warm side.

## Worked example

Take rough, round values in the regime of a suspended transition-metal dichalcogenide monolayer: \(\kappa=10\) eV, \(\rho=3.0\times10^{-6}\) kg/m², \(Y=150\) N/m, \(\nu=0.25\), and a biaxial strain of 1.0 %. Then
\[
\tau=\frac{150\times0.010}{0.75}=2.0\ \text{N/m},\qquad
v=\sqrt{\frac{2.0}{3.0\times10^{-6}}}=816\ \text{m/s},
\]
\[
q_c=\sqrt{\tau/\kappa}=1.117\ \text{nm}^{-1},\qquad
k_BT^*=\hbar vq_c=0.600\ \text{meV} .
\]
The form \(\hbar vq_c\) follows from \(vq_c=\tau/\sqrt{\kappa\rho}\). It gives \(T^*=6.97\) K and \(T_\times=0.2281\times6.97=1.59\) K. The coefficients of the two laws confirm this: \(647.5\) nJ/(m² K²) divided by \(407.5\) nJ/(m² K³) is 1.59 K. The wavelength \(2\pi/q_c=5.6\) nm is long compared with the cell size, so the continuum description is reasonable there.

The table compares the stretched sheet (\(C\)) with the same sheet at \(\tau=0\) (\(C_0\)), both in nJ/(m² K). The exponent is \(d\ln C/d\ln T\).

| \(T\) (K) | \(C\) | \(C_0\) | \(C/C_0\) | exponent |
|---:|---:|---:|---:|---:|
| 0.100 | 4.05 | 64.75 | 0.0625 | 1.99 |
| 0.500 | 89.7 | 323.8 | 0.277 | 1.80 |
| 1.589 | 593.7 | 1029 | 0.577 | 1.46 |
| 5.00 | 2655 | 3238 | 0.820 | 1.19 |
| 10.0 | 5845 | 6475 | 0.903 | 1.10 |
| 30.0 | 18760 | 19426 | 0.966 | 1.03 |

At \(T_\times\) the true value is 58 % of what either limiting law predicts, so switching from one law to the other there would be a poor approximation. The exponent passes 1.9 at \(0.044\,T^*\) and 1.1 at \(1.42\,T^*\); at these two points the limiting laws are still about 6 % and 11 % too high. Between them, and beyond them where better accuracy is needed, \(F(t)\) should be integrated numerically. The ratio \(C/C_0=3F/\pi^2\) depends on \(T/T^*\) alone and can serve as a benchmark. At 30 K the difference \(C_0-C\) is 666 nJ/(m² K), near the predicted constant deficit of 686.

All entries in the table are for the continuum dispersion. In a crystal the flexural band bends over towards the zone edge, which raises the heat capacity at the warmer end. Replacing \(q^2\) by its nearest-neighbour form on a triangular lattice, with the same \(\kappa\), \(\rho\) and \(\tau\), raises \(C\) by 2 % at 5 K, 5 % at 10 K and 24 % at 30 K, while \(C/C_0\) changes by less than 0.01. The difference \(C_0-C\) is then no longer constant: it is about 940 nJ/(m² K) at 30 K and about 200 nJ/(m² K) at 300 K.

A sum over discrete modes gives a separate check. For a periodic square of side 200 nm at \(T_\times\), counting \(k_B\) for the mode \(q=0\), it agrees with the continuum integral to within one part in \(10^6\).

## Other contributions to the total

**In-plane sound.** An acoustic branch of speed \(v_i\) obeys the quadratic law with \(v\) replaced by \(v_i\). With \(v_L^2=Y/[\rho(1-\nu^2)]\) and \(v_T^2=Y/[2\rho(1+\nu)]\), the low-temperature ratio of in-plane to flexural heat capacity is
\[
v^2\left(\frac1{v_L^2}+\frac1{v_T^2}\right)=\frac{\tau}{Y}(1+\nu)(3-\nu)=\varepsilon\,\frac{(1+\nu)(3-\nu)}{1-\nu}=0.046 .
\]
These are the speeds of the unstretched sheet; including the tension and the finite strain in them, at fixed elastic constants, lowers the ratio to 0.044. With the unstretched speeds, the ratio rises to 0.079 at \(T_\times\), where the flexural part has fallen below its own quadratic law, and reaches 1 at 34 K. The consequence is easy to miss: at this strain the total lattice heat capacity has no clean linear range. Weighting the exponents by the two contributions gives a value between 1.3 and 1.4 at both 5 K and 10 K, with or without the bending of the bands towards the zone edge. The linear law describes the flexural part of the continuum model, not the total. With the triangular-lattice band even the flexural part misses it at this strain: below 50 K its exponent falls no lower than about 1.16, near 10 K, and is back at 1.36 by 30 K.

**Electrons.** A degenerate two-dimensional gas adds \((\pi^2/3)k_B^2DT\), where \(D\) is its density of states per area. For a doped channel with \(10^{13}\) cm⁻², mass \(0.5\,m_e\) and spin-valley factor 4, the Fermi temperature is 278 K and the coefficient 16.4 nJ/(m² K²). This is 4.4 % of the flexural value at \(T_\times\). In a large sheet it equals the quadratic law at 0.040 K, and below that the electrons' linear term is the larger of the two. A single gate across the empty cavity is not a realistic source of this density: it would need a field of 1.8 V/nm, and the electrostatic pressure of 14 MPa would itself stretch the sheet strongly. At lower densities the coefficient is the same as long as the gas stays degenerate and the factor 4 still applies; at \(10^{12}\) cm⁻² the Fermi temperature is then 28 K. The band edges of dichalcogenides are spin-split, however. For a splitting of 15 meV only the lower pair of bands is filled at \(10^{12}\) cm⁻², and the coefficient halves to 8.2 nJ/(m² K²).

**Finite size.** A square drum of side 1 µm with simply supported edges has its lowest mode at \(\hbar\omega/k_B=0.028\) K. Well below this temperature its flexural heat capacity is frozen out. Its flexural heat capacity per area is below that of the large sheet by 5.6 % at 0.1 K and by 0.5 % at \(T_\times\). Clamped edges remove more modes: the leading edge correction then gives about 6 % and 0.7 %.

**Ripples.** With clamped edges, ripples take up area and raise the mean tension by \((\lambda+\mu)\tfrac12\langle|\nabla h|^2\rangle\), as the trace of the strain shows. Relative to \(\tau\), the first-order thermal shift is \(4\times10^{-4}\) % at \(T_\times\) and roughly 2 % at 300 K; zero-point motion adds 0.65 %. This estimate covers only the ripples' share of the uniform tension. Thermal expansion of the clamped sheet and of its frame also changes the tension, and near room temperature that change can be comparable or larger. The estimate leaves out any wavelength-dependent change of \(\kappa\), and it does not apply to the slack sheet.

## Comparison with real devices

The stiffness and density above are typical in size for dichalcogenide monolayers, but a strain of 1 % is large for a suspended sheet that has not been stretched on purpose. Since \(T_\times\propto\tau\) at fixed \(\kappa\) and \(\rho\), one tenth of the tension puts the crossover near 0.16 K.

The results above assume a suspended sheet and do not carry over to a channel that rests on a substrate. A rigid substrate acting as a spring of stiffness \(k_s\) per area adds \(k_s\) to \(\rho\omega^2\) and opens a gap. For a rough \(k_s=5\times10^{19}\) N/m³ the gap is 31 K, and the flexural heat capacity at \(T_\times\) falls to about \(3\times10^{-6}\) of the suspended value. That figure holds only for a rigid substrate. A real one vibrates, and the sheet's mass moves with its surface: a rough estimate for a silica-like half-space puts this contribution at a few per cent of the suspended value at \(T_\times\), about 2 % from out-of-plane motion alone. Neither power law then applies at low temperature.

At 300 K the continuum formula also fails for a suspended sheet. Limiting the flexural branch to one mode per unit cell of 0.09 nm² reduces the result to 67 % of the unlimited one; the triangular-lattice band used above gives 75 %, so the figure depends on the shape of the band. With either band, the 2.0 N/m tension lowers the flexural heat capacity at 300 K by only 0.1 to 0.2 % relative to the slack sheet. The flexural heat stored between absolute zero and 300 K, which keeps the deficit from low temperatures, is lowered by about 0.6 % with the triangular-lattice band. In this model, tension matters for stored heat at cryogenic temperatures and hardly at all at room temperature. The numerical output that follows lists the underlying values for the continuum model.

## Values computed for the example and the checks

```
INPUT (rough values, suspended dichalcogenide-type monolayer)
bending rigidity = 10.0 eV; areal density = 3.0e-06 kg/m2
Young modulus = 150 N/m; Poisson ratio = 0.25
biaxial strain = 1.0 %; cell area = 0.09 nm2
CROSSOVER
tension = 2.000 N/m; area modulus = 100.0 N/m
crossover wave number q_c = 1.117 1/nm
crossover wavelength 2 pi/q_c = 5.62 nm
zone cutoff wave number = 11.82 1/nm
flexural sound speed = 816 m/s
T_star = 6.968 K; kB T_star = 0.600 meV
T_cross/T_star = 0.2281; T_cross = 1.589 K
linear-law coefficient = 647.5 nJ/(m2 K2)
quadratic-law coefficient = 407.5 nJ/(m2 K3)
constant deficit at high T = 685.7 nJ/(m2 K)
local exponent 1.9 at T = 0.308 K = 0.044 T_star
local exponent 1.5 at T = 1.376 K = 0.197 T_star
local exponent 1.1 at T = 9.898 K = 1.421 T_star
uniaxial tension: low-T exponent = 1.500
TABLE: T (K); C with tension, C without, C in-plane (nJ/(m2 K)); exponent
  0.100       4.05      64.75      0.187   1.986
  0.500      89.65     323.77      4.669   1.803
  1.589     593.67    1029.07     47.166   1.456
  5.000    2655.23    3237.68    466.881   1.186
 10.000    5845.04    6475.37   1867.526   1.099
 30.000   18759.77   19426.10  16800.277   1.035
NEGLECTED EFFECTS
in-plane speeds: longitudinal 7303, transverse 4472 m/s
in-plane/flexural C, low-T limit = 0.0458
in-plane/flexural C at T_cross = 0.0794
in-plane C equals flexural C at T = 33.7 K
electrons: mass 0.50 m_e, spin-valley factor 4, density 1.0e+13 1/cm2
Fermi temperature = 278 K; electron coefficient = 16.35 nJ/(m2 K2)
electron/flexural C at T_cross = 0.0438
electron C equals quadratic law at T = 0.0401 K
drum side = 1.0 um; lowest mode hbar omega/kB = 0.0277 K
drum C/large-sheet C: 0.9437 at 0.1 K, 0.9950 at T_cross
thermal ripple tension shift at T_cross = 3.81e-04 %
thermal ripple tension shift at 300 K = 1.92 %
zero-point ripple tension shift = 0.65 %
C with zone cutoff/C without cutoff at 30 K = 1.0000
C with zone cutoff/C without cutoff at 300 K = 0.6677
flexural C lowered by tension at 300 K, with cutoff = 0.219 %
substrate spring = 5.0e+19 N/m3; gap/kB = 31.2 K
supported/suspended C at T_cross = 2.6e-06
```
